# Why the Dirac Matrices Need at Least Four Dimensions

A free electron of mass $m$ and momentum $\mathbf p$ has an energy $E$ that obeys the relativistic relation

$$E^2=c^2p^2+m^2c^4 .$$

Its quantum state is to evolve according to $i\hbar\,\partial\psi/\partial t=H\psi$, which is of first order in time. Relativity treats time and space on the same footing, so $H$ should also be of first order in the spatial derivatives, that is, linear in the momentum. The square root $\sqrt{c^2p^2+m^2c^4}$ is not linear in $\mathbf p$. A linear expression can nevertheless have the right square if its coefficients are matrices and $\psi$ is a column of $N$ components:

$$H=c\sum_{i=1}^{3}\alpha_i p_i+\beta mc^2 .$$

How large must $N$ be? The energy relation, together with the requirement that $H$ be Hermitian, settles the matter.

The particle is free and space is homogeneous, so the $N\times N$ matrices $\alpha_i$ and $\beta$ are constant. On a plane wave the momentum operators may be replaced by real numbers $p_i$, and $H$ becomes an ordinary matrix. It must be Hermitian for every $\mathbf p$. Setting $\mathbf p=0$ shows that $\beta$ is Hermitian, and varying one component $p_i$ then shows that each $\alpha_i$ is Hermitian. Every eigenvalue of $H$ must satisfy the energy relation, so every eigenvalue of $H^2$ equals $c^2p^2+m^2c^4$. A Hermitian matrix with a single eigenvalue is that number times the unit matrix. The requirement is therefore

$$H^2=(c^2p^2+m^2c^4)\,\mathbb 1\qquad\text{for every real }\mathbf p .$$

I assume $m\neq0$ and three independent momentum components; both assumptions will turn out to matter.

In squaring $H$ the order of the matrices must be kept. The numbers $p_i$ commute with everything, so

$$H^2=c^2\sum_{i,j}p_ip_j\,\alpha_i\alpha_j+mc^3\sum_i p_i(\alpha_i\beta+\beta\alpha_i)+m^2c^4\beta^2 .$$

In the double sum, the terms with $i=j$ give $p_i^2\alpha_i^2$. For $i\neq j$ the product $p_ip_j$ occurs twice, once with $\alpha_i\alpha_j$ and once with $\alpha_j\alpha_i$. With the anticommutator $\{A,B\}=AB+BA$ this reads

$$H^2=c^2\sum_i p_i^2\alpha_i^2+c^2\sum_{i<j}p_ip_j\{\alpha_i,\alpha_j\}+mc^3\sum_i p_i\{\alpha_i,\beta\}+m^2c^4\beta^2 .$$

Two polynomials that agree for all real $p_1,p_2,p_3$ have equal coefficients. The required $H^2$ contains $p_i^2$ with coefficient $c^2\mathbb 1$, a constant term $m^2c^4\mathbb 1$, and neither mixed products nor linear terms. Hence

$$\alpha_i^2=\beta^2=\mathbb 1,\qquad \{\alpha_i,\alpha_j\}=0\ (i\neq j),\qquad \{\alpha_i,\beta\}=0 .$$

The conditions involving $\beta$ follow because $m\neq0$ allows division by $mc^3$ and $m^2c^4$. Conversely, inserting these conditions into the expansion returns the required $H^2$, so they are also sufficient. Writing $M_1,M_2,M_3,M_4$ for $\alpha_1,\alpha_2,\alpha_3,\beta$, we can collect them in one line:

$$\{M_a,M_b\}=2\delta_{ab}\,\mathbb 1 .$$

The factor 2 is there because for $a=b$ the anticommutator is $2M_a^2$.

The trace of each matrix now follows. Take $b\neq a$, so that $M_aM_b=-M_bM_a$. Multiplying from the right by $M_b$ and using $M_b^2=\mathbb 1$ on the left-hand side gives

$$M_a=-M_bM_aM_b .$$

A trace is unchanged when the last factor is moved to the front, and therefore

$$\operatorname{Tr}M_a=-\operatorname{Tr}(M_bM_aM_b)=-\operatorname{Tr}(M_b^2M_a)=-\operatorname{Tr}M_a .$$

A number equal to its own negative is zero, so $\operatorname{Tr}M_a=0$. The anticommuting partner $M_b$ is essential here. The condition $M_a^2=\mathbb 1$ alone does not make a matrix traceless, since the unit matrix satisfies it and has trace $N$.

The dimension is restricted by the eigenvalues. If $M_av=\lambda v$ with $v\neq0$, then $v=M_a^2v=\lambda^2v$, so $\lambda=\pm1$. Let $n_+$ and $n_-$ be the numbers of eigenvalues $+1$ and $-1$. Because $M_a$ is Hermitian it has a full set of eigenvectors, so

$$n_++n_-=N,\qquad n_+-n_-=\operatorname{Tr}M_a=0 .$$

Thus $N=2n_+$ is even. This excludes $N=1$, where the matrices would be commuting numbers, and $N=3$.

The obstruction in three dimensions can be seen geometrically. Let $A$ and $B$ be Hermitian $3\times3$ matrices with eigenvalues $1,1,-1$. Each has a plane of eigenvectors with eigenvalue $+1$, and two planes through the origin of a three-dimensional space share at least a line. A unit vector $v$ on that line satisfies $\{A,B\}v=2v$, so the anticommutator cannot vanish. Its size can be measured by the squared Frobenius norm $\|X\|^2=\operatorname{Tr}(X^\dagger X)$, the sum of the squared magnitudes of all elements. For a Hermitian matrix this is the sum of the squared eigenvalues, so here it is at least $2^2=4$. A numerical minimization over such pairs reached 4.0000.

The same reasoning shows what a nonzero trace does in an even dimension. For $N=4$, let $A$ have eigenvalues $1,1,1,-1$, with trace 2, and let $B$ have eigenvalues $1,1,-1,-1$. The three-dimensional $+1$ space of $A$ meets each of the two-dimensional eigenspaces of $B$ in at least a line, because $3+2>4$. The anticommutator thus has the eigenvalues $+2$ and $-2$, and its squared norm is at least $4+4=8$. The numerical search reached 8.0000 for this pair, and zero to the printed digits when both traces vanish.

Evenness leaves $N=2$ as the smallest candidate. To decide it, consider the traces of products. Since $\operatorname{Tr}(M_aM_b)=\operatorname{Tr}(M_bM_a)$,

$$\operatorname{Tr}(M_aM_b)=\tfrac12\operatorname{Tr}\{M_a,M_b\}=\delta_{ab}\operatorname{Tr}\mathbb 1=N\delta_{ab} .$$

Suppose that some combination of the four matrices vanishes, $\sum_a k_aM_a=0$, with complex numbers $k_a$. Multiplying by $M_b$ and taking the trace gives

$$0=\sum_a k_a\operatorname{Tr}(M_aM_b)=Nk_b ,$$

so every $k_b$ is zero. The four matrices are linearly independent, and all four are traceless. But a traceless $2\times2$ matrix has the form

$$\begin{pmatrix}x&y\\ z&-x\end{pmatrix},$$

with three free complex numbers. The traceless $2\times2$ matrices form a space of dimension three, which cannot contain four linearly independent members. Hence $N=2$ is impossible, whichever matrices one tries.

It is instructive to watch this happen for a particular choice. The Pauli matrices

$$\sigma_1=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad \sigma_2=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad \sigma_3=\begin{pmatrix}1&0\\0&-1\end{pmatrix}$$

satisfy $\{\sigma_i,\sigma_j\}=2\delta_{ij}\mathbb 1$ and can serve as the three $\alpha_i$. Together with the unit matrix they span all $2\times2$ matrices, so any candidate for $\beta$ is $X=x_0\mathbb 1+\sum_jx_j\sigma_j$. Its anticommutator with $\sigma_i$ is

$$\{\sigma_i,X\}=2x_0\sigma_i+\sum_jx_j\{\sigma_i,\sigma_j\}=2x_0\sigma_i+2x_i\mathbb 1 .$$

As $\sigma_i$ and $\mathbb 1$ are linearly independent, this vanishes only for $x_0=0$ and $x_i=0$. Demanding it for $i=1,2,3$ leaves $X=0$, whose square is not $\mathbb 1$.

One may also ask how closely four $2\times2$ matrices can approach the algebra. Keep them Hermitian with square $\mathbb 1$, and add the squared norms of the six anticommutators. If all four are traceless, they have the form $M_a=\mathbf n_a\cdot\boldsymbol\sigma$ with real unit vectors $\mathbf n_a$, and $\{M_a,M_b\}=2(\mathbf n_a\cdot\mathbf n_b)\mathbb 1$. Since $\|\mathbb 1\|^2=2$, each pair contributes $8(\mathbf n_a\cdot\mathbf n_b)^2$. Anticommuting matrices correspond to perpendicular vectors, and ordinary space has room for only three of these. To bound the sum, define the $3\times3$ matrix $S=\sum_a\mathbf n_a\mathbf n_a^{T}$. Its trace is 4, and

$$\operatorname{Tr}S^2=\sum_{a,b}(\mathbf n_a\cdot\mathbf n_b)^2=4+2\sum_{a<b}(\mathbf n_a\cdot\mathbf n_b)^2 .$$

The three eigenvalues of $S$ add up to 4, and the sum of their squares is smallest when they are equal, so $\operatorname{Tr}S^2\ge 3(4/3)^2=16/3$. Therefore

$$\sum_{a<b}\|\{M_a,M_b\}\|^2\ \ge\ 8\cdot\tfrac12\left(\tfrac{16}{3}-4\right)=\tfrac{16}{3} .$$

Vectors pointing to the corners of a regular tetrahedron have $\mathbf n_a\cdot\mathbf n_b=-1/3$ and attain the bound, because $8\cdot6\cdot\frac19=\frac{16}{3}$. If one of the matrices is $\pm\mathbb 1$ instead, each of the three pairs containing it contributes $\|2M_b\|^2=8$, and the sum is at least 24. The numerical search gave 5.3333 and 24.0000 for these two cases, and zero for three traceless matrices.

The next even number is $N=4$, and here the algebra can be satisfied. Written in $2\times2$ blocks, let

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}\mathbb 1&0\\0&-\mathbb 1\end{pmatrix}.$$

These are Hermitian, and $\beta^2=\mathbb 1$. Block multiplication gives

$$\alpha_i\alpha_j=\begin{pmatrix}\sigma_i\sigma_j&0\\0&\sigma_i\sigma_j\end{pmatrix},$$

so that $\{\alpha_i,\alpha_j\}=2\delta_{ij}\mathbb 1$ follows from the same property of the Pauli matrices. For the products with $\beta$,

$$\alpha_i\beta=\begin{pmatrix}0&-\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta\alpha_i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},$$

and their sum is zero. All conditions hold. Since $N=1,2,3$ are excluded, four is the minimum dimension.

The larger matrices leave some freedom in $\beta$. Let $X$ have blocks $A,B$ in the upper row and $C,D$ in the lower row. The upper row of $\{\alpha_i,X\}=0$ reads

$$\sigma_iC+B\sigma_i=0,\qquad \sigma_iD+A\sigma_i=0 .$$

Multiplying the second equation by $\sigma_i$ from the left gives $D=-\sigma_iA\sigma_i$. With $A=a_0\mathbb 1+\sum_ja_j\sigma_j$, and because $\sigma_i\sigma_j\sigma_i$ equals $\sigma_j$ for $j=i$ and $-\sigma_j$ otherwise,

$$\sigma_iA\sigma_i=a_0\mathbb 1-\sum_ja_j\sigma_j+2a_i\sigma_i\qquad(\text{no sum over }i).$$

This must be the same matrix for $i=1,2,3$, so $a_1\sigma_1=a_2\sigma_2=a_3\sigma_3$, which forces all three $a_i$ to vanish. Thus $A=a_0\mathbb 1$ and $D=-a_0\mathbb 1$. The first equation gives $B=b_0\mathbb 1$ and $C=-b_0\mathbb 1$ in the same way, and the lower row is then satisfied too. Two free numbers remain, in agreement with the computed dimensions of these spaces: 2 for $N=4$ and 0 for $N=2$. A matrix $\beta$ must also be Hermitian, which makes $a_0$ real and $b_0$ imaginary, and have square $\mathbb 1$. Since $X^2=(a_0^2-b_0^2)\mathbb 1$, this leaves $a_0=\cos\theta$, $b_0=i\sin\theta$ with one real angle $\theta$. The standard $\beta$ is the choice $\theta=0$.

The four components have a physical reading. The trace of $H$ is zero because each of its matrices is traceless, while $H^2=E^2\mathbb 1$ allows only the eigenvalues $\pm E$, where $E=\sqrt{c^2p^2+m^2c^4}$ from here on. Two eigenvalues are therefore $+E$ and two are $-E$. To distinguish the two states of equal energy for $\mathbf p\neq0$, consider the matrix $\Lambda$ with $\boldsymbol\sigma\cdot\mathbf p$ in both diagonal blocks. It commutes with $H$, and since $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2\mathbb 1$ its eigenvalues are $\pm p$. The projector on the states of energy $+E$ is $\frac12(\mathbb 1+H/E)$, and

$$\operatorname{Tr}\left[\Lambda\,\tfrac12(\mathbb 1+H/E)\right]=0 ,$$

because $\Lambda$ is traceless, $\Lambda\alpha_i$ has no diagonal blocks, and the two diagonal blocks of $\Lambda\beta$ have opposite traces. The two states of energy $+E$ thus have opposite values of $\Lambda$: one has its spin along the momentum, the other against it. Two signs of the energy times two spin directions make four components. These components are not the four coordinates of spacetime.

For a numerical case, use Hartree atomic units, in which $m=\hbar=1$ and $c=137.036$. Let the momentum be $\mathbf p=(30,40,120)\,\hbar/a_0$, with magnitude

$$p=\sqrt{900+1600+14400}=130\ \hbar/a_0 .$$

This is comparable with $mc$, so the electron is relativistic, with speed $pc^2/E\approx0.69\,c$. Its rest energy is $c^2=18778.9$ hartree, and the required energy, rest energy included, is

$$E=c\sqrt{p^2+c^2}=137.036\sqrt{130^2+137.036^2}=25884.5\ \text{hartree},$$

or 704.4 keV. Diagonalizing the $4\times4$ Hamiltonian gives $-25884.5$ hartree twice and $+25884.5$ hartree twice.

Now try two components, with $\alpha_i=\sigma_i$ and $\sigma_3$ used a second time in place of $\beta$. The mass term then merely adds to the third momentum component:

$$H_2=c\left[\sigma_1p_1+\sigma_2p_2+\sigma_3(p_3+mc)\right],\qquad E_2=\pm c\sqrt{p_1^2+p_2^2+(p_3+mc)^2} .$$

For the momentum above, $p_3+mc=257.036$ and the positive level is 35883.4 hartree, 39% above the required energy. For the reversed momentum, $-p_3+mc=17.036$ and the level is 7238.6 hartree, 72% below it. The energy of a free particle would depend on the direction of its momentum, not only on its magnitude. The cause is the one anticommutator that fails to vanish, $\{\sigma_3,\sigma_3\}=2\cdot\mathbb 1$, which leaves in $H_2^2$ the linear term

$$2mc^3p_3=2\,(137.036)^3\,(120)=6.176\times10^8\ \text{hartree}^2 .$$

This term changes sign with $\mathbf p$, so it cancels from the average of $E_2^2$ over the two directions. The root mean square of the two levels is indeed 25884.5 hartree.

The defect does not disappear at small momentum. For $p\ll mc$, expanding the square root to second order in $p/(mc)$ gives

$$E_2\approx mc^2+cp_3+\frac{p^2}{2m}-\frac{p_3^2}{2m}=mc^2+cp_3+\frac{p_1^2+p_2^2}{2m},$$

whereas the correct energy is $mc^2+p^2/2m$. The last subtraction comes from the term $-\frac18(2p_3/mc)^2$ of the expansion. The spurious term $cp_3$ is linear in the momentum. Its magnitude exceeds the kinetic energy $p^2/2m$ whenever $|p_3|/p>p/(2mc)$, that is, unless the momentum is almost perpendicular to the third axis. It would give a particle with $\mathbf p=0$ the velocity $\partial E_2/\partial p_3=c$.

Using the unit matrix in place of $\beta$ fails differently. It commutes with the $\sigma_i$, so it only shifts the levels $\pm cp$ to $mc^2\pm cp$. With $cp=17814.7$ hartree these are 964.2 and 36593.5 hartree, neither of which has the required magnitude.

Two components do suffice when one of the four matrices is not needed. If the motion is confined to the plane $p_3=0$, then $\alpha_3$ drops out of $H$, and $\sigma_1,\sigma_2,\sigma_3$ can serve as $\alpha_1,\alpha_2,\beta$. For $\mathbf p=(30,40,0)\,\hbar/a_0$ the levels of $H_2$ are $\pm19989.8$ hartree, which agrees with $\pm c\sqrt{p^2+c^2}$. If instead $m=0$, the matrix $\beta$ drops out together with every condition on it, and $H=c\,\boldsymbol\sigma\cdot\mathbf p$ has the correct levels $\pm cp=\pm17814.7$ hartree for the full momentum. It is the combination of a nonzero mass with three directions of motion that calls for a fourth anticommuting matrix, and with it for four components.

## Calculated quantities

```
Least misfit found by search (dimensionless)
  N=3, pair, traces 1 and 1: 4.0000
  N=4, pair, traces 2 and 0: 8.0000
  N=4, pair, traces 0 and 0: 0.0000
  N=2, three traceless matrices: 0.0000
  N=2, four traceless matrices: 5.3333
  N=2, unit matrix and three traceless: 24.0000
Dimension of space anticommuting with three alphas
  N=2 (Pauli matrices): 0
  N=4 (Dirac alphas): 2
Explicit N=4 matrices
  traces of alpha_1, alpha_2, alpha_3, beta: 0 0 0 0
  number of linearly independent matrices: 4
Free electron, atomic units
  speed of light c: 137.035999 a.u.
  rest energy m c^2: 18778.865 hartree
  momentum (px, py, pz): 30 40 120 hbar/a0
  momentum size |p|: 130 hbar/a0
  required energy: 25884.524 hartree
  required energy, converted: 704.354 keV
  4x4 levels: -25884.524 -25884.524 25884.524 25884.524 hartree
2x2 attempt, sigma_z in place of beta
  levels at +p: -35883.421 35883.421 hartree
  levels at -p: -7238.595 7238.595 hartree
  excess of E^2 at +p: 6.17611e+08 hartree^2
  root mean square of E(+p), E(-p): 25884.524 hartree
2x2 attempt, unit matrix in place of beta
  levels at +p: 964.185 36593.545 hartree
2x2 cases that succeed
  pz = 0, with mass: -19989.821 19989.821 hartree
  required energy for pz = 0: 19989.821 hartree
  full p, no mass: -17814.680 17814.680 hartree
  required massless energy c|p|: 17814.680 hartree
```
